\section*{Equilibrium energy of dilute carriers in a Gaussian density of states}

\section{The system}

In a disordered semiconductor, carriers move by hopping between localized states or by repeated trapping and release. This question concerns the energies they occupy once thermal equilibrium has been reached. The density of states per unit volume is taken to be the Gaussian
\begin{equation}
g(E)=\frac{N}{\sigma\sqrt{2\pi}}\exp\left(-\frac{E^2}{2\sigma^2}\right),
\label{eq:dos}
\end{equation}
where $N$ is the total density of states, $\sigma$ is the width, and the electron energy $E$ is measured from the centre of the distribution. Each state holds at most one carrier, and there is no other interaction between carriers. The temperature is $T$, the chemical potential is $\mu$, and the carrier density is $n$. Write
\begin{equation}
s=\frac{\sigma}{kT},\qquad c=\frac{n}{N}.
\end{equation}
For holes, the direction of the energy axis is reversed.

\section{Part (a): the dilute approximation}

\emph{Question.} Write down the mean energy per carrier. Show that the chemical potential drops out of it if the Fermi function is replaced by a Boltzmann factor, and say why this replacement needs a justification here.

\emph{Model answer.} The density of occupied states is $g(E)f(E)$, with $f$ the Fermi function, so
\begin{equation}
\langle E\rangle=\frac{\int E\,g f\,dE}{\int g f\,dE},\qquad
f(E)=\frac{1}{1+e^{(E-\mu)/kT}}.
\label{eq:mean}
\end{equation}
All integrals run from $-\infty$ to $\infty$ unless limits are shown. Define $y(E)=e^{(\mu-E)/kT}$. Multiplying the numerator and denominator of $f$ by $y$ gives
\begin{equation}
f=\frac{y}{1+y}.
\end{equation}
Where $y\ll1$, $f\approx y$. If this is used at every energy, the constant factor $e^{\mu/kT}$ cancels between the two integrals:
\begin{equation}
\langle E\rangle\approx
\frac{\int E\,g\,e^{-E/kT}\,dE}{\int g\,e^{-E/kT}\,dE}.
\label{eq:boltz}
\end{equation}
The mean then does not depend on the carrier density.

The replacement is not harmless at every energy. For any $\mu$, states far enough below $\mu$ have $y>1$, and there $y$ exceeds the largest possible occupation. The approximation is good if all the states where $y$ is not small compared with 1 contribute little to the integrals, which is examined in part (d).

If each site can hold a carrier of either spin but not two carriers, the occupation is $[1+\tfrac12e^{(E-\mu)/kT}]^{-1}$. This is the Fermi function with $\mu$ replaced by $\mu+kT\ln2$. Results expressed through $c$ are unchanged, with $N$ counting sites.

\section{Part (b): the occupied distribution}

\emph{Question.} In the Boltzmann approximation, find the energy distribution of the carriers, their density $n_B$, and their mean energy.

\emph{Model answer.} It is useful to treat a general factor $e^{-\lambda E}$. Completing the square in the exponent gives
\begin{align}
-\frac{E^2}{2\sigma^2}-\lambda E
&=-\frac{E^2+2\lambda\sigma^2E}{2\sigma^2}\nonumber\\
&=-\frac{(E+\lambda\sigma^2)^2-\lambda^2\sigma^4}{2\sigma^2}\nonumber\\
&=-\frac{(E+\lambda\sigma^2)^2}{2\sigma^2}+\frac{\lambda^2\sigma^2}{2}.
\label{eq:square}
\end{align}
Thus $g\,e^{-\lambda E}$ is a Gaussian of width $\sigma$ centred at $-\lambda\sigma^2$. Since a shift of the centre does not alter the area,
\begin{equation}
\int g\,e^{-\lambda E}\,dE=N e^{\lambda^2\sigma^2/2}.
\label{eq:area}
\end{equation}
Set $\lambda=1/kT$ and restore the factor $e^{\mu/kT}$. The carrier density is
\begin{equation}
n_B=N\exp\left(\frac{\mu}{kT}+\frac{s^2}{2}\right),
\label{eq:nb}
\end{equation}
and the normalized energy distribution is
\begin{equation}
\frac{g\,y}{n_B}=\frac{1}{\sigma\sqrt{2\pi}}
\exp\left[-\frac{(E+\sigma^2/kT)^2}{2\sigma^2}\right].
\end{equation}
A Gaussian is symmetric about its centre, so its mean is the centre:
\begin{equation}
\boxed{\langle E\rangle=E_\infty\equiv-\frac{\sigma^2}{kT}}
\label{eq:result}
\end{equation}
The subscript denotes infinite dilution. The carriers have the same energy spread $\sigma$ as the states, but their distribution is displaced downwards by $\sigma^2/kT$.

\section{Part (c): meaning and size of the shift}

\emph{Question.} Explain physically why the carriers collect at a definite energy rather than in the deepest states. Evaluate the shift for $\sigma=75$~meV and $T=300$~K. Would the same argument work for an exponential tail of states?

\emph{Model answer.} Going down in energy, the Boltzmann factor grows while the number of states falls. The product $g\,e^{-E/kT}$ is largest where the two logarithmic slopes balance:
\begin{equation}
\frac{d\ln g}{dE}=\frac{1}{kT}
\quad\Rightarrow\quad
-\frac{E}{\sigma^2}=\frac{1}{kT}
\quad\Rightarrow\quad E=-\frac{\sigma^2}{kT}.
\end{equation}
The slope of $\ln g$ steepens steadily with depth, so below this energy the scarcity of states wins. On cooling, the balance point moves down as $1/T$.

At 300~K, $kT=25.852$~meV, and therefore
\begin{equation}
E_\infty=-\frac{(75\ \text{meV})^2}{25.852\ \text{meV}}
=-217.6\ \text{meV}=-0.2176\ \text{eV}.
\end{equation}
Here $s=2.901$, so the typical carrier lies 2.9 widths below the centre. Only a fraction $0.00186$ of the states lies below $E_\infty$, yet by symmetry half of the carriers are there. At 200~K the mean is $-326.4$~meV and at 400~K it is $-163.2$~meV, in the ratio 2:1 required by the $1/T$ law.

For an exponential tail, $g\propto e^{E/E_0}$ for $E<0$, the slope of $\ln g$ has the constant value $1/E_0$. The product with the Boltzmann factor is
\begin{equation}
g\,e^{-E/kT}\propto\exp\left[-|E|\left(\frac1{E_0}-\frac1{kT}\right)\right].
\end{equation}
If $kT<E_0$, this grows without limit with depth and its integral diverges. There is then no Boltzmann regime, however few carriers are present. The result of part (b) thus relies on the form of the density of states and does not hold for disorder in general.

\section{Part (d): error of the approximation}

\emph{Question.} Let $\varepsilon=\exp(\mu/kT+3s^2/2)$. Show that the true density $n$ at given $\mu$ satisfies $0\le1-n/n_B\le\varepsilon$. Then bound the error of the mean energy for $\varepsilon<1$.

\emph{Model answer.} The excess of the Boltzmann factor over the true occupation is
\begin{equation}
y-f=y-\frac{y}{1+y}=\frac{y^2}{1+y},
\qquad\text{so}\qquad 0\le y-f\le y^2 .
\label{eq:excess}
\end{equation}
Multiply by $g$ and integrate. The right-hand side follows from equation~(\ref{eq:area}) with $\lambda=2/kT$:
\begin{align}
\int g\,y^2\,dE&=e^{2\mu/kT}\,N e^{2s^2}\nonumber\\
&=N e^{\mu/kT+s^2/2}\;e^{\mu/kT+3s^2/2}=n_B\,\varepsilon .
\label{eq:y2}
\end{align}
Hence $0\le n_B-n\le n_B\varepsilon$, and division by $n_B$ gives the stated inequality.

For the mean, start from
\begin{equation}
\langle E\rangle-E_\infty=\frac1n\int(E-E_\infty)\,g f\,dE .
\end{equation}
Write $f=y-(y-f)$. The term in $y$ vanishes because $g\,y$ is symmetric about $E_\infty$, which leaves
\begin{equation}
\langle E\rangle-E_\infty=-\frac1n\int(E-E_\infty)\,g\,(y-f)\,dE .
\end{equation}
Using $y-f\le y^2$,
\begin{equation}
|\langle E\rangle-E_\infty|\le\frac1n\int|E-E_\infty|\,g\,y^2\,dE .
\end{equation}
By equation~(\ref{eq:square}) with $\lambda=2/kT$, $g\,y^2$ is a Gaussian of width $\sigma$ centred at $2E_\infty$, with area $n_B\varepsilon$. Its mean square distance from $E_\infty$ is its variance plus the square of the displacement of its centre:
\begin{equation}
\sigma^2+(2E_\infty-E_\infty)^2=\sigma^2+\sigma^2s^2 ,
\end{equation}
since $|E_\infty|=\sigma s$. The mean absolute distance cannot exceed the root mean square distance (the Cauchy--Schwarz inequality). With $n\ge n_B(1-\varepsilon)$ in the denominator,
\begin{equation}
|\langle E\rangle-E_\infty|\le
\sigma\sqrt{1+s^2}\;\frac{\varepsilon}{1-\varepsilon}.
\label{eq:bound}
\end{equation}

\section{Part (e): what ``dilute'' means}

\emph{Question.} Express the condition for a small error through the concentration $c$, and prove that the mean tends to $E_\infty$ as $c\to0$ at fixed $s$.

\emph{Model answer.} Since $n_B/N=e^{\mu/kT+s^2/2}$, we have $(n_B/N)\,e^{s^2}=\varepsilon$. Therefore
\begin{equation}
c\,e^{s^2}=\varepsilon\,\frac{n}{n_B},
\qquad
\varepsilon(1-\varepsilon)\le c\,e^{s^2}\le\varepsilon .
\label{eq:cond}
\end{equation}
Both $c$ and $\varepsilon$ increase with $\mu$. At $\varepsilon=\tfrac12$ the left inequality gives $c\,e^{s^2}\ge\tfrac14$. Hence $c\,e^{s^2}<\tfrac14$ implies $\varepsilon<\tfrac12$. Then $1-\varepsilon>\tfrac12$, and the same inequality gives $\varepsilon\le2c\,e^{s^2}$. Inserting both facts in equation~(\ref{eq:bound}),
\begin{equation}
|\langle E\rangle-E_\infty|\le4\sigma\sqrt{1+s^2}\;c\,e^{s^2}
\qquad\left(c\,e^{s^2}<\tfrac14\right),
\end{equation}
which vanishes as $c\to0$ at fixed $s$.

A sufficient condition for the dilute result is thus $c\ll e^{-s^2}$, which is much stricter than $c\ll1$ when $s$ is large. For $\sigma=75$~meV, $e^{-s^2}$ is $8.8\times10^{-3}$ at 400~K, $2.2\times10^{-4}$ at 300~K and $6.0\times10^{-9}$ at 200~K. A sample that is safely dilute at room temperature may lose this guarantee on modest cooling. Losing the guarantee does not by itself mean that the result has failed, because the condition is not a necessary one.

\section{Part (f): filling, and the limits of temperature}

\emph{Question.} Without assuming dilution, show that
\begin{equation}
\langle E\rangle=-\frac{\sigma^2}{kT}\,(1-\bar f),\qquad
\bar f=\frac{\int g f^2\,dE}{\int g f\,dE}.
\label{eq:identity}
\end{equation}
Use this to find the sign of the correction due to filling. Discuss high temperature, and zero temperature, at fixed $c$.

\emph{Model answer.} The Gaussian obeys $dg/dE=-Eg/\sigma^2$, or $Eg=-\sigma^2\,dg/dE$. Integrate by parts; the boundary terms vanish because $g\to0$ at both ends while $f\le1$:
\begin{equation}
\int E\,g f\,dE=-\sigma^2\int\frac{dg}{dE}f\,dE
=\sigma^2\int g\,\frac{df}{dE}\,dE .
\end{equation}
The Fermi function satisfies $df/dE=-f(1-f)/kT$, so
\begin{equation}
\int E\,g f\,dE=-\frac{\sigma^2}{kT}\int g f(1-f)\,dE .
\end{equation}
Division by $n=\int g f\,dE$ gives equation~(\ref{eq:identity}). The quantity $\bar f$ is the occupation probability averaged over the carriers: it tells how full the states are in which carriers are found. Since $0<\bar f<1$ at $T>0$, filling raises the mean above $E_\infty$, by the fraction $\bar f$ of $|E_\infty|$. At a given $\mu$, exclusion lowers every occupation below its Boltzmann value $y$, by the fraction $(y-f)/y=f$, which is largest in the deepest states. At a given $c$, $\mu$ must rise to compensate, so the carriers excluded from the deep states appear in higher ones.

At high temperature, $kT\gg\sigma$, the Fermi function hardly varies over the width of the density of states. All states then have nearly the same occupation, which must equal $c$. Hence $\bar f\to c$ and, to leading order in $\sigma/kT$,
\begin{equation}
\langle E\rangle\approx-(1-c)\frac{\sigma^2}{kT}.
\end{equation}
In this regime $c\ll1$ is enough for the dilute result.

At zero temperature the states are full up to a Fermi energy $E_F$ fixed by $c$. Using $Eg=-\sigma^2\,dg/dE$ again,
\begin{equation}
\langle E\rangle=\frac1n\int_{-\infty}^{E_F}E\,g\,dE
=-\frac{\sigma^2 g(E_F)}{n},
\end{equation}
which is finite, whereas $-\sigma^2/kT$ diverges. The ratio $\langle E\rangle/E_\infty$ therefore tends to 0 when $T\to0$ at fixed $c$, whereas it tends to 1 when $c\to0$ at fixed $T$. The dilute formula cannot be continued to zero temperature at any fixed concentration.

\section{Part (g): numerical assessment}

\emph{Question.} For $\sigma=75$~meV, $T=300$~K and $N=10^{21}$~cm$^{-3}$, the table gives the mean energy obtained with the full Fermi function. The shift is $\langle E\rangle-E_\infty$, and the bound is that of part (d). Find $\bar f$ in each case, judge the dilute formula, and explain why the bound becomes so loose.

\begin{center}
\begin{tabular}{ccccc}
$c$ & $\mu$ (meV) & $\langle E\rangle$ (meV) & shift (meV) & bound (meV)\\
\hline
$10^{-7}$ & $-525.5$ & $-217.5$ & 0.08 & 0.10\\
$10^{-6}$ & $-465.9$ & $-217.1$ & 0.52 & 1.05\\
$10^{-5}$ & $-406.0$ & $-215.0$ & 2.6 & 11.1\\
$10^{-4}$ & $-344.9$ & $-208.0$ & 9.6 & 220\\
$10^{-3}$ & $-280.4$ & $-191.7$ & 25.9 & none\\
$10^{-2}$ & $-207.4$ & $-161.5$ & 56.1 & none
\end{tabular}
\end{center}

\emph{Model answer.} By equation~(\ref{eq:identity}), $\bar f$ is the shift divided by $|E_\infty|=217.6$~meV. For $c=10^{-4}$ this is $9.56/217.6=0.044$. From top to bottom the values are $0.0004$, $0.0024$, $0.012$, $0.044$, $0.12$ and $0.26$. They are also the errors of the dilute formula relative to $|E_\infty|$. The formula is good to about 1\% at $c=10^{-5}$, or $n=10^{16}$~cm$^{-3}$, and is in error by about a quarter at $c=10^{-2}$. In that last case $\mu$ lies above $E_\infty$, so the states at $E_\infty$ are more than half full.

The bound replaces $y^2/(1+y)$ by $y^2$, which is too large by the factor $1+y$. The integral of $g\,y^2$ comes mainly from energies near $2E_\infty=-435.2$~meV. For $c=10^{-7}$, at that energy,
\begin{equation}
y=\exp\left(\frac{-525.5+435.2}{25.852}\right)\approx0.03 ,
\end{equation}
so little is lost there. Lower energies, where $y$ is larger, contribute more to the loss, but the bound still exceeds the shift by only about a third. For $c=10^{-4}$ the exponent is $(-344.9+435.2)/25.852\approx3.5$, so $y\approx33$ and the integrand is overestimated about 34-fold there. At higher energies $y$ is smaller and the overestimate is less; the integral weighted by $|E-E_\infty|$, which is the one that enters the bound, comes out about 12 times too large. In addition, the bound replaces $n$ in the denominator by $n_B(1-\varepsilon)$. Here $\varepsilon=0.488$ and, by equation~(\ref{eq:cond}), $n/n_B=c\,e^{s^2}/\varepsilon\approx0.93$, so this adds a factor of about $0.93/0.51\approx1.8$. Using the root mean square distance in place of the mean absolute distance adds a further 6\%, which brings the bound to about 23 times the shift. For the last two rows $\varepsilon>1$ and the bound does not apply.

\section{Part (h): a finite sample}

\emph{Question.} What further conditions must a real or simulated sample satisfy for the dilute result to be observed?

\emph{Model answer.} The integral over $g$ stands for a sum over sites, so the sample must contain enough sites throughout the energy range that the carriers occupy, including the rare ones well below $E_\infty$. At 300~K in the example, 1000 sites would include on average $1000\times0.00186\approx1.9$ sites below $E_\infty$, although these should hold half of the carriers. The mean would then depend strongly on the particular sample, and it would usually be too high, because most samples lack the rare deep sites: the Boltzmann average over 1000 random sites is about $-190$~meV on average, with a scatter of about 30~meV between samples. With one million random site energies at 450~K, the Boltzmann average taken directly over the sites is $-145.2$~meV with a standard error of about 1~meV ($0.9$~meV as estimated from the sample itself), in agreement with $-\sigma^2/kT=-145.1$~meV.

The carriers must also have had time to equilibrate. Carriers created at random among the sites start with mean energy zero, the mean of $g$ itself, and must lose $\sigma^2/kT$ on average before equation~(\ref{eq:result}) applies. How long this takes depends on the hopping or release rates. The final distribution does not, provided the rates obey detailed balance and connect all the sites. In a real material the density of states must also be Gaussian down to $E_\infty$ and beyond, about three widths into the tail in the example, and the Coulomb interaction neglected here must be small. At $n=10^{19}$~cm$^{-3}$ the carriers are about 5~nm apart, and for a relative permittivity of 3 their Coulomb energy is about 0.1~eV, comparable to $\sigma$, so the last rows of the table describe the model rather than a material. The remaining numerical checks are in the numerical output.

\section*{Computed results}
\begin{verbatim}
width sigma = 75.0 meV, temperature = 300 K
density of states total N = 1.0e+21 cm^-3
kT = 25.852 meV
s = sigma/kT = 2.9011, s^2 = 8.4166
formula -sigma^2/kT = -217.58 meV = -0.2176 eV
quadrature mean = -217.58 meV, width = 75.00 meV
Boltzmann weight per state = 67.24
fraction of states below the mean = 0.00186
fraction of carriers below the mean = 0.5000
quadrature mean at 200 K = -326.38 meV, exp(-s^2) = 5.97e-09
quadrature mean at 400 K = -163.19 meV, exp(-s^2) = 8.79e-03
exp(-s^2) at 300 K = 2.212e-04
Fermi-Dirac results; shift = mean energy minus dilute formula
c = 1e-07, n = 1e+14 cm^-3, mu = -525.5 meV, eps = 0.000452
   mean = -217.51 meV, shift = 0.0767 meV, bound = 0.104 meV
c = 1e-06, n = 1e+15 cm^-3, mu = -465.9 meV, eps = 0.00453
   mean = -217.06 meV, shift = 0.5208 meV, bound = 1.048 meV
c = 1e-05, n = 1e+16 cm^-3, mu = -406.0 meV, eps = 0.046
   mean = -214.96 meV, shift = 2.6286 meV, bound = 11.096 meV
c = 1e-04, n = 1e+17 cm^-3, mu = -344.9 meV, eps = 0.488
   mean = -208.02 meV, shift = 9.5603 meV, bound = 219.718 meV
c = 1e-03, n = 1e+18 cm^-3, mu = -280.4 meV, eps = 5.93
   mean = -191.71 meV, shift = 25.8739 meV, bound = none (eps >= 1)
c = 1e-02, n = 1e+19 cm^-3, mu = -207.4 meV, eps = 99.6
   mean = -161.50 meV, shift = 56.0812 meV, bound = none (eps >= 1)
random sites: 1000000 at 450 K
site average = -145.22 meV, standard error = 0.92 meV
formula at 450 K = -145.06 meV
\end{verbatim}
